# Circular Dichroism, Rotatory Strength and the Vanishing Isotropic Quadrupole Term

Anyone computing a circular dichroism spectrum must decide which transition moments to evaluate. For molecules tumbling in solution, the electric and magnetic dipole moments suffice at leading order. For an oriented sample, such as an aligned film or a crystal of lower than cubic symmetry, the electric quadrupole moment generally enters at the same order as the magnetic dipole, and omitting it can give even the wrong sign. The difference between the two cases comes from one rotational average.

Consider a molecule with clamped nuclei, driven from state $0$ to state $n$ by weak circularly polarized light. Both states are nondegenerate and spin-free, and no static magnetic field is present. The Hamiltonian $H$ is then real, so the real and imaginary parts of an eigenfunction are themselves solutions at the same energy. Without degeneracy they are proportional, and each wavefunction can be chosen real. The potential, including the electron repulsion, depends on positions alone. The algebra uses atomic units, in which the electron has charge $-1$ and the speed of light is $c=1/\alpha$, with $\alpha$ the fine-structure constant.

The electric field of the wave is

$$\mathbf E=\frac{E_0}{2}\left[\boldsymbol\epsilon\,e^{i(\mathbf k\cdot\mathbf r-\omega t)}+\text{c.c.}\right],\qquad \boldsymbol\epsilon^*\!\cdot\boldsymbol\epsilon=1,\quad \boldsymbol\epsilon\cdot\mathbf k=0,$$

with $\mathbf k=(\omega/c)\hat{\mathbf k}$. For propagation along $z$ the two circular polarizations are

$$\boldsymbol\epsilon_\pm=\frac{\hat{\mathbf x}\pm i\hat{\mathbf y}}{\sqrt2}.$$

At $\mathbf r=0$ the real field is $(E_0/\sqrt2)(\cos\omega t,\pm\sin\omega t,0)$. The upper sign turns counterclockwise for an observer whom the light approaches. It has positive helicity and is called left circular, L; the lower sign is right circular, R.

In the Coulomb gauge $\mathbf E=-\partial\mathbf A/\partial t$, so the vector potential is

$$\mathbf A=\frac{E_0}{2i\omega}\,\boldsymbol\epsilon\,e^{i(\mathbf k\cdot\mathbf r-\omega t)}+\text{c.c.}$$

An electron of charge $-1$ has kinetic energy $\tfrac12(\mathbf p+\mathbf A)^2$. Since $\nabla\cdot\mathbf A=0$, the operators $\mathbf p\cdot\mathbf A$ and $\mathbf A\cdot\mathbf p$ are equal, and the coupling linear in the field is $\sum\mathbf A\cdot\mathbf p$, summed over electrons. The $\mathbf A^2$ term is of second order in the field and is dropped. The part oscillating as $e^{-i\omega t}$ produces absorption, with matrix element

$$W_{n0}=\frac{E_0}{2i\omega}\,\langle n|\sum\boldsymbol\epsilon\cdot\mathbf p\,e^{i\mathbf k\cdot\mathbf r}|0\rangle .$$

To turn this into a rate, let $\omega_{n0}$ be the transition frequency and $\Delta=\omega_{n0}-\omega$. First-order perturbation theory gives the excited amplitude and population

$$a_n(t)=-iW_{n0}\int_0^t e^{i\Delta t'}dt',\qquad |a_n|^2=|W_{n0}|^2\,\frac{\sin^2(\Delta t/2)}{(\Delta/2)^2}.$$

The part of the field oscillating as $e^{+i\omega t}$ adds only a small, bounded amplitude and is neglected. Let the transition frequencies in the sample have a smooth normalized density $g$. At times long compared with the inverse width of $g$, the last factor is sharply peaked at $\Delta=0$, and its integral over $\Delta$ is $2\pi t$. First order holds only while $|W_{n0}|t\ll1$, so that even the resonant molecules are still almost entirely in state $0$; a small average population alone does not ensure this. Within this window of times the excited population, averaged over the sample, grows at the rate

$$\Gamma=2\pi|W_{n0}|^2g(\omega).$$

The peak selects molecules with $\omega_{n0}=\omega$, and this equality is used in the matrix element from here on.

The molecule is taken to be small compared with the wavelength, as small molecules are for visible and ultraviolet light, so the exponential is expanded to first order in $k$:

$$\langle n|\sum\boldsymbol\epsilon\cdot\mathbf p\,e^{i\mathbf k\cdot\mathbf r}|0\rangle\simeq\boldsymbol\epsilon\cdot\mathbf p_{n0}+i\,\epsilon_ik_j\Big(\sum r_jp_i\Big)_{n0}.$$

Here $\mathbf p_{n0}$ is the matrix element of the total momentum, and repeated indices are summed. The operator in the second term splits into

$$r_jp_i=\tfrac12(r_jp_i-r_ip_j)+\tfrac12(r_jp_i+r_ip_j).$$

The first half, contracted with $\epsilon_ik_j$, is a product of two cross products:

$$\tfrac12\left[(\mathbf k\cdot\mathbf r)(\boldsymbol\epsilon\cdot\mathbf p)-(\boldsymbol\epsilon\cdot\mathbf r)(\mathbf k\cdot\mathbf p)\right]=\tfrac12(\mathbf k\times\boldsymbol\epsilon)\cdot(\mathbf r\times\mathbf p).$$

It contains the orbital angular momentum, and hence the magnetic dipole. In the second half, $r_jp_i$ may be replaced by $p_ir_j$: their difference is $i\delta_{ij}$, whose contraction is $i\boldsymbol\epsilon\cdot\mathbf k=0$. The potential commutes with positions, so $i[H,r_i]=p_i$ and, by the product rule for commutators,

$$i[H,r_ir_j]=p_ir_j+r_ip_j .$$

Between eigenstates, $i[H,X]$ has the matrix element $i\omega X_{n0}$. Hence $\mathbf p_{n0}=i\omega(\sum\mathbf r)_{n0}$, and the symmetric half contributes $\tfrac12 i\omega\,\epsilon_ik_j(\sum r_ir_j)_{n0}$. Collecting the three pieces and multiplying by $E_0/(2i\omega)$ gives

$$W_{n0}=\frac{E_0}{2}\left[\boldsymbol\epsilon\cdot\Big(\sum\mathbf r\Big)_{n0}+\frac{1}{2\omega}(\mathbf k\times\boldsymbol\epsilon)\cdot\mathbf L_{n0}+\frac i2\epsilon_ik_j\Big(\sum r_ir_j\Big)_{n0}\right],$$

where $\mathbf L=\sum\mathbf r\times\mathbf p$. The electron's negative charge enters the moments

$$\boldsymbol\mu=-\sum\mathbf r,\qquad \mathbf m=-\tfrac12\mathbf L,\qquad Q_{ij}=-\sum r_ir_j .$$

From here on, $\boldsymbol\mu$, $\mathbf m$ and $Q$ without subscripts for states denote their $n0$ matrix elements. With $\mathbf k=(\omega/c)\hat{\mathbf k}$,

$$W_{n0}=-\frac{E_0}{2}T,\qquad T=\boldsymbol\epsilon\cdot\boldsymbol\mu+\frac1c(\hat{\mathbf k}\times\boldsymbol\epsilon)\cdot\mathbf m+\frac{i\omega}{2c}\epsilon_i\hat k_jQ_{ij},$$

and the rate becomes

$$\Gamma=\frac{\pi}{2}E_0^2\,g(\omega)\,|T|^2 .$$

The magnetic and quadrupole amplitudes come from the same term of the expansion, so neither may be discarded merely because it is small. Spin coupling to the magnetic field has been left out. For transitions between singlet states it has no matrix element, because the spin operator of each electron is a vector in spin space and cannot connect two states of zero total spin.

Handedness enters through a cross product. For light along $z$, $\hat{\mathbf z}\times\hat{\mathbf x}=\hat{\mathbf y}$ and $\hat{\mathbf z}\times\hat{\mathbf y}=-\hat{\mathbf x}$, so

$$\hat{\mathbf k}\times\boldsymbol\epsilon_\pm=\frac{\hat{\mathbf y}\mp i\hat{\mathbf x}}{\sqrt2}=\mp i\,\boldsymbol\epsilon_\pm .$$

The magnetic amplitude is therefore $\mp(i/c)\boldsymbol\epsilon_\pm\cdot\mathbf m$. Its sign relative to the electric amplitude reverses with the helicity.

The squared amplitude also requires the products $\epsilon_i^*\epsilon_l$. For light along $z$, the $xx$ and $yy$ products are $\tfrac12$, the $xy$ product is $\pm i/2$ and the $yx$ product is $\mp i/2$. In a form valid for every direction,

$$\epsilon_i^*\epsilon_l=\tfrac12\left(\delta_{il}-\hat k_i\hat k_l\pm i\,e_{ilp}\hat k_p\right),$$

where $e_{ilp}$ is the Levi-Civita symbol, with $e_{xyz}=1$.

Take first a molecule held in a fixed orientation. For real wavefunctions $\boldsymbol\mu$ and $Q$ are real, while $\mathbf m$ is imaginary because $\mathbf p$ contains a factor $i$. The purely electric term $|\boldsymbol\epsilon\cdot\boldsymbol\mu|^2$ is then the same for both helicities: its helicity-dependent part is proportional to $\hat{\mathbf k}\cdot(\boldsymbol\mu^*\times\boldsymbol\mu)$, which is zero. The electric-magnetic interference is

$$2\,\mathrm{Re}\left[\mp\frac ic\,\epsilon_i^*\epsilon_l\,\mu_i^*m_l\right].$$

In the Levi-Civita part of $\epsilon_i^*\epsilon_l$, the two signs multiply to a common sign, so this part cancels between L and R. The rest changes sign with helicity. Since $\mathrm{Re}(-iz)=\mathrm{Im}\,z$, its contribution to $|T_L|^2-|T_R|^2$ is

$$S_m=\frac2c\,\mathrm{Im}\left[\boldsymbol\mu^*\!\cdot\mathbf m-(\boldsymbol\mu^*\!\cdot\hat{\mathbf k})(\mathbf m\cdot\hat{\mathbf k})\right].$$

For the quadrupole the roles are reversed. Its amplitude has no helicity sign of its own, so only the Levi-Civita part survives in the difference. For each helicity that part gives

$$2\,\mathrm{Re}\left[\frac{i\omega}{2c}\left(\pm\frac i2\right)e_{ilp}\,\mu_i^*Q_{lj}\hat k_j\hat k_p\right]=\mp\frac{\omega}{2c}\,\mathrm{Re}\{\hat{\mathbf k}\cdot[\boldsymbol\mu^*\times(Q\hat{\mathbf k})]\},$$

and subtraction yields

$$S_Q=-\frac\omega c\,\mathrm{Re}\{\hat{\mathbf k}\cdot[\boldsymbol\mu^*\times(Q\hat{\mathbf k})]\}.$$

To first order in $k$, the dichroism of an oriented molecule is governed by $S_m+S_Q$. This is the response to a vacuum plane wave of fixed circular polarization. In a dense medium the refractive index and the local field also enter, and in an anisotropic film or crystal linear birefringence and linear dichroism change the polarization along the path unless the light travels along an optic axis.

The division between the two parts depends on the coordinate origin. Moving the origin by $\mathbf a$ replaces $\mathbf r$ by $\mathbf r-\mathbf a$. With $\mathbf p_{n0}=-i\omega\boldsymbol\mu$, and with constant terms vanishing because the states are orthogonal, the moments change by

$$\delta\mathbf m=\tfrac12\mathbf a\times\mathbf p_{n0}=-\frac{i\omega}{2}\mathbf a\times\boldsymbol\mu,\qquad \delta Q_{ij}=-a_i\mu_j-\mu_ia_j .$$

In $S_m$ the product $\boldsymbol\mu\cdot(\mathbf a\times\boldsymbol\mu)$ vanishes. In $S_Q$, one of the two terms of $\delta Q\,\hat{\mathbf k}$ is parallel to $\boldsymbol\mu$ and drops out of the cross product. What remains is

$$\delta S_m=\frac\omega c(\boldsymbol\mu\cdot\hat{\mathbf k})\,\hat{\mathbf k}\cdot(\mathbf a\times\boldsymbol\mu)=-\delta S_Q .$$

The sum is unchanged, as an observable must be. Quoting the magnetic part alone for an oriented molecule thus has no origin-independent meaning in general.

For random orientation, averaging over rotations of the molecule is equivalent to keeping the molecule fixed and averaging over light directions. The remaining rotation about $\hat{\mathbf k}$ multiplies $\boldsymbol\epsilon_\pm$ by a phase, which cancels in $\epsilon_i^*\epsilon_l$. Averages of an odd number of components of $\hat{\mathbf k}$ vanish, and $\langle\hat k_i\hat k_l\rangle=\delta_{il}/3$. Therefore

$$\langle\epsilon_i^*\epsilon_l\rangle=\tfrac12\left(\delta_{il}-\tfrac13\delta_{il}\right)=\tfrac13\delta_{il},\qquad
\langle\epsilon_i^*\epsilon_l\hat k_j\rangle=\pm\frac i2e_{ilp}\frac{\delta_{pj}}3=\pm\frac i6e_{ilj}.$$

The averaged quadrupole interference for either helicity is

$$2\,\mathrm{Re}\left[\frac{i\omega}{2c}\left(\pm\frac i6\right)\mu_i^*\,e_{ilj}Q_{lj}\right]=0 .$$

It vanishes because $Q_{lj}$ is symmetric in $l$ and $j$, coordinates being commuting operators, while $e_{ilj}$ is antisymmetric. The average of the light tensor is not itself zero; it has no symmetric part for the quadrupole to couple to. The trace of $Q$ is symmetric as well, so using a traceless quadrupole changes nothing.

The magnetic interference survives. Its average is

$$2\,\mathrm{Re}\left[\mp\frac i{3c}\boldsymbol\mu^*\!\cdot\mathbf m\right]=\pm\frac{2R}{3c},\qquad R=\mathrm{Im}\left(\boldsymbol\mu_{0n}\cdot\mathbf m_{n0}\right),$$

where $\boldsymbol\mu_{0n}=\boldsymbol\mu_{n0}^*$ because the dipole operator is Hermitian. This $R$ is the Rosenfeld rotatory strength. Subtracting the helicities gives $4R/(3c)$, and multiplication by $(\pi/2)E_0^2g$ gives the rate difference

$$\boxed{\Gamma_L-\Gamma_R=\frac{2\pi}{3c}E_0^2\,g(\omega)\,R}$$

The leading mean rate follows from $\langle|\boldsymbol\epsilon\cdot\boldsymbol\mu|^2\rangle=D/3$, with dipole strength $D=|\boldsymbol\mu|^2$. It equals $(\pi/6)E_0^2gD$, so the dissymmetry factor, the difference divided by the mean, is

$$\frac{\Gamma_L-\Gamma_R}{(\Gamma_L+\Gamma_R)/2}=\frac{4R}{cD}.$$

If $D$ is so small that magnetic and quadrupole absorption compete with electric dipole absorption, the denominator must include their squares, and this ratio no longer holds.

Under reflection the electric dipole behaves as an ordinary vector and the magnetic dipole as an axial one, so their scalar product changes sign. Rotations leave it unchanged. A molecule that can be rotated onto its mirror image therefore has $R=0$. The origin shift found above changes $R$ by $\mathrm{Im}(\boldsymbol\mu^*\!\cdot\delta\mathbf m)$, which is zero because $\delta\mathbf m$ is perpendicular to $\boldsymbol\mu$.

That last step needs $\mathbf p_{n0}$ parallel to $\boldsymbol\mu$, which approximate states need not satisfy. The computed $R$ can then depend on the origin. Replacing $\boldsymbol\mu$ by $i\mathbf p_{n0}/\omega$ removes this dependence for real wavefunctions, since $\mathbf p_{n0}\cdot(\mathbf a\times\mathbf p_{n0})=0$ whatever the quality of the states. It does not make the states themselves more accurate. A nonlocal potential violates $i[H,\mathbf r]=\mathbf p$ at the outset, and the light coupling must then be derived anew.

The size of the neglected terms follows from parity in $\hat{\mathbf k}$. In the expansion of $e^{i\mathbf k\cdot\mathbf r}$ every power of $k$ brings one component of $\hat{\mathbf k}$. The helicity-dependent part of $\epsilon_i^*\epsilon_l$ brings one more. The average requires an even total, so the difference contains only odd powers of $k$. The first correction to the boxed result is of order $k^3$, against $k$ for the leading term. It is typically smaller by the square of $k$ times a molecular length, unless $R$ is accidentally close to zero.

A model well shows these cancellations in numbers. One electron, its spin left out, moves in three perpendicular oscillators with quanta of 3, 4 and 6 eV along $x$, $y$ and $z$. A chiral coupling $A(xyz/s^3)e^{-r^2/2s^2}$ is added, with $A=10$ eV and $s=2$ Å. These are model parameters and describe no particular molecule. Reversing the sign of $A$ produces the mirror-image well.

The lowest transition lies at 2.975 eV, where $k=1.508\times10^{-3}$ Å$^{-1}$. The well is unchanged by a half-turn about any of the three axes, so each nondegenerate state either keeps or reverses its sign under such a turn. A transition with an electric moment along $x$ can then have a magnetic moment along $x$ alone, and $Q_{yz}=Q_{zy}$ as its only quadrupole components. With the phase chosen to make $\mu_x$ positive, diagonalization gives

$$\mu_x=1.1300\ e\,\text{Å},\quad \mathrm{Im}\,m_x/c=-1.0966\times10^{-5}\ e\,\text{Å},\quad Q_{yz}=-0.0729\ e\,\text{Å}^2 .$$

The product of the first two is $R/c=-12.39\times10^{-6}\ e^2$Å$^2$, or $R=-2.86\times10^{-40}$ esu$^2$ cm$^2$ in Gaussian units, where the factor $1/c$ is part of the magnetic moment. The mirror well gives the same magnitude with positive sign. With $D=1.277\ e^2$Å$^2$, the dissymmetry factor is $4(-12.39\times10^{-6})/1.277=-3.88\times10^{-5}$.

For light along $y$ or $z$ the magnetic part is $S_m=2R/c$. The quadrupole part is $(\omega/c)\mu_xQ_{yz}$ along $y$ and its negative along $z$, because $\hat{\mathbf x}\times\hat{\mathbf z}=-\hat{\mathbf y}$ while $\hat{\mathbf x}\times\hat{\mathbf y}=\hat{\mathbf z}$. Along $x$ both parts vanish. In units of $10^{-6}\ e^2$Å$^2$:

| Light along | $S_m$ | $S_Q$ | Complete plane wave |
|---|---:|---:|---:|
| $x$ | 0.00 | 0.00 | 0.00 |
| $y$ | −24.78 | −124.27 | −149.05 |
| $z$ | −24.78 | 124.27 | 99.48 |

The last column uses $e^{i\mathbf k\cdot\mathbf r}$ without expansion. Here the quadrupole part is five times the magnetic part, and along $z$ it reverses the sign of the dichroism. Because $S_m+S_Q$ is quadratic in $\hat{\mathbf k}$, its mean over three perpendicular directions equals its isotropic average. The quadrupole entries cancel, leaving $-2(24.78)/3=-16.52$. The complete plane wave averaged over the sphere also gives $-16.52$, in agreement with $4R/(3c)$.

Light along $(1,1,1)$ shows the role of the origin. With the origin at the centre of the well, the parts are $-16.52$ and $0.00$ in the same units. Moving the origin by 1 Å along $y$ changes them to $-658.31$ and $641.79$, while their sum remains $-16.52$.

Multiplying $k$ by 40 in the exponential, with the states and $\omega$ held fixed, makes the averaged difference deviate from the correspondingly scaled leading term by $-0.42\%$ of that term. A factor of 80 gives $-1.67\%$. The ratio, 3.98, is close to the factor of four expected for a quadratic correction.

Finally, take $E_0=10^{-5}$ V/Å and a Gaussian spread of transition energies with standard deviation 0.1 eV. At line centre $g=3.989$ eV$^{-1}$. With energies in eV and lengths in Å,

$$\hbar(\Gamma_L-\Gamma_R)=\frac\pi2(10^{-5})^2(3.989)(-16.52\times10^{-6})=-1.035\times10^{-14}\ \text{eV},$$

or $-15.7$ s$^{-1}$. This enantiomer of the model absorbs right circular light slightly faster, against a rate of about $2.667\times10^{-10}$ eV$/\hbar$ for either polarization. The largest coupling is $|W_{n0}|=E_0\mu_x/(2\sqrt2)\approx4\times10^{-6}$ eV, so in this undamped model these rates apply for times between about $\hbar/(0.1\ \text{eV})\approx7$ fs and $\hbar/|W_{n0}|\approx0.16$ ns, well away from both ends. The numerical check also drives a two-level ensemble in time, without assuming the golden rule, and finds a growth rate within 0.1% of the predicted one.

## Calculated quantities

```
oscillator quanta x, y, z (eV): 3.0 4.0 6.0
chiral coupling A (eV): 10.0
coupling range s (angstrom): 2.0
transition energy (eV): 2.97524
k = omega/c (1/angstrom): 1.50777e-03
mu_x,n0 (e angstrom): 1.13003
Im m_x,n0 / c (e angstrom): -1.09663e-05
Q_yz,n0 (e angstrom^2): -0.07293
dipole strength D (e^2 angstrom^2): 1.27697
R/c (1e-6 e^2 angstrom^2): -12.3922
R converted (1e-40 esu^2 cm^2): -2.8590
R/c, smaller basis (1e-6 e^2 angstrom^2): -12.3922
R/c, mirror well (1e-6 e^2 angstrom^2): 12.3922
dissymmetry factor 4R/(cD): -3.88178e-05
|T_L|^2-|T_R|^2 in 1e-6 e^2 angstrom^2:
  light along x: magnetic 0.0000, quadrupole 0.0000, full wave 0.0000
  light along y: magnetic -24.7845, quadrupole -124.2679, full wave -149.0521
  light along z: magnetic -24.7845, quadrupole 124.2679, full wave 99.4833
  mean of x, y, z, full wave: -16.5229
  sphere average, full wave: -16.5230
  formula 4R/(3c): -16.5230
light along (1,1,1), same unit:
  origin at centre: magnetic -16.5230, quadrupole 0.0000
  origin shift x, y, z (angstrom): 0.0 1.0 0.0
  shifted origin: magnetic -658.3149, quadrupole 641.7920
  full wave: -16.5230
relative correction at 40 k: -4.1969e-03
relative correction at 80 k: -1.6690e-02
ratio of these corrections: 3.9766
golden rule, simulated/predicted rate: 0.99932
field amplitude E0 (V/angstrom): 1.0e-05
standard deviation of transition energies (eV): 0.1
density g at line centre (1/eV): 3.98942
hbar Gamma_L (eV): 2.66734371e-10
hbar Gamma_R (eV): 2.66744725e-10
hbar (Gamma_L - Gamma_R), formula (eV): -1.03543e-14
Gamma_L - Gamma_R converted (1/s): -15.7309
```
